# From the Feynman-gauge to the Coulomb-gauge photon propagator: verification in Python

```python
"""
Coulomb-gauge photon propagator obtained from the Feynman-gauge one.

Result under test (hbar = c = 1, metric + - - -, A_mu = D_{mu nu} J^nu):
  D_C = D_F + k_mu xi_nu + xi_mu k_nu,   D_F = -g/(k^2 + i eps),
  xi_0 = w/(2 K^2 k^2),  xi_i = k^i/(2 K^2 k^2),
  D_C_00 = 1/K^2,  D_C_0i = 0,  D_C_ij = (delta_ij - k^i k^j/K^2)/k^2.
Symbols: w = frequency, K = |k vector|, k^2 = w^2 - K^2, J = current,
  r = distance, Omega = frequency in the upper half plane.
The scattering example uses the lighter particle mass m as unit.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn

metric = np.diag([1.0, -1.0, -1.0, -1.0])


def feynman(k_up):
    return -metric / (k_up @ metric @ k_up)


def coulomb(k_up):
    """Claimed closed form, lower indices."""
    kv = k_up[1:]
    K2 = kv @ kv
    D = np.zeros((4, 4))
    D[0, 0] = 1 / K2
    D[1:, 1:] = (np.eye(3) - np.outer(kv, kv) / K2) / (k_up[0]**2 - K2)
    return D


def add_gauge_terms(k_up, xi):
    k_low = metric @ k_up
    return feynman(k_up) + np.outer(k_low, xi) + np.outer(xi, k_low)


# --- the gauge condition solved as a linear system for xi ---
k_test = np.array([0.7, 0.5, -1.1, 0.4])


def divergence(xi):
    return k_test[1:] @ add_gauge_terms(k_test, xi)[1:, :]


offset = divergence(np.zeros(4))
system = np.array([divergence(e) - offset for e in np.eye(4)]).T
assert np.linalg.matrix_rank(system) == 4      # xi is unique
xi_solved = np.linalg.solve(system, -offset)
K2_test = k_test[1:] @ k_test[1:]
ksq_test = k_test @ metric @ k_test
xi_formula = k_test / (2 * K2_test * ksq_test)
assert np.allclose(xi_solved, xi_formula, atol=1e-12)
D_built = add_gauge_terms(k_test, xi_solved)
assert np.allclose(D_built, coulomb(k_test), atol=1e-12)
print("Gauge vector at a sample k (arbitrary units)")
print("  k^mu =", k_test, " K^2 = %.4f  k^2 = %.4f" % (K2_test, ksq_test))
print("  xi_mu solved =", np.round(xi_solved, 6))
print("  D_00 Feynman = %.6f, Coulomb = %.6f"
      % (feynman(k_test)[0, 0], D_built[0, 0]))

# --- Maxwell equations plus Coulomb condition solved directly ---
J_vec = np.array([0.3, 0.9, -0.2])
J_up = np.r_[k_test[1:] @ J_vec / k_test[0], J_vec]   # k.J = 0
k_low_test = metric @ k_test
maxwell = -ksq_test * np.eye(4) + np.outer(k_low_test, k_test)
rows = np.vstack([maxwell, np.r_[0.0, k_test[1:]]])
rhs = np.r_[metric @ J_up, 0.0]
A_direct = np.linalg.lstsq(rows, rhs, rcond=None)[0]
assert np.allclose(rows @ A_direct, rhs, atol=1e-12)
assert np.allclose(A_direct, coulomb(k_test) @ J_up, atol=1e-12)

# --- i eps: D_00 tends to 1/K^2 under a smooth frequency integral ---
K_eps = 1.0


def gauss(w):
    return np.exp(-w * w / 2) / np.sqrt(2 * np.pi)


def smeared_difference(eps):
    def integrand(w):
        den = w * w - K_eps**2 + 1j * eps
        xi0 = w / (2 * K_eps**2 * den)
        return (gauss(w) * (-1 / den + 2 * w * xi0 - 1 / K_eps**2)).real
    return 2 * quad(integrand, 0, 10, points=[K_eps], limit=500,
                    epsabs=1e-12, epsrel=1e-10)[0]


predicted_slope = -np.pi * gauss(K_eps) / K_eps**3
print("Smeared Re(D_00 - 1/K^2) at K = 1, Gaussian of unit width")
for eps in (1e-2, 1e-3, 1e-4):
    diff = smeared_difference(eps)
    print("  eps = %.0e: difference = %.4e, over eps = %.5f"
          % (eps, diff, diff / eps))
assert abs(diff / eps - predicted_slope) < 2e-3
print("  predicted slope = %.5f" % predicted_slope)

# --- position space: radial Fourier integrals ---


def fourier(prop, kernel, sin_tail, cos_tail, r, cut=5.0):
    """Integral d^3k/(2 pi)^3; kernel is the angular average at x = k r."""
    total = 0j
    for unit, part in ((1, np.real), (1j, np.imag)):
        def g(k):
            return part(k * k / (2 * np.pi**2) * prop(k))
        val = quad(lambda k: g(k) * kernel(k * r), 0, cut, limit=200)[0]
        for tail, name in ((sin_tail, 'sin'), (cos_tail, 'cos')):
            if tail is not None:
                val += quad(lambda k: g(k) * tail(k * r), cut, np.inf,
                            weight=name, wvar=r)[0]
        total += unit * val
    return total


def transverse_position(Omega, r):
    """Derived form: components along r and perpendicular to r."""
    def F(x):
        return (1 - mp.exp(1j * Omega * x)) / (4 * mp.pi * Omega**2 * x)
    scalar = -mp.exp(1j * Omega * r) / (4 * mp.pi * r)
    return (complex(scalar + mp.diff(F, r, 2)),
            complex(scalar + mp.diff(F, r) / r))


mp.mp.dps = 30
r0 = 1.3
static = fourier(lambda k: 1 / k**2 + 0j, lambda x: spherical_jn(0, x),
                 lambda x: 1 / x, None, r0).real
assert abs(static - 1 / (4 * np.pi * r0)) < 1e-6
Omega0 = 1.0 + 0.2j


def photon(k):
    return 1 / (Omega0**2 - k * k)


along_num = fourier(photon, lambda x: 2 * spherical_jn(1, x) / x,
                    lambda x: 2 / x**3, lambda x: -2 / x**2, r0)
perp_num = fourier(photon,
                   lambda x: spherical_jn(0, x) - spherical_jn(1, x) / x,
                   lambda x: 1 / x - 1 / x**3, lambda x: 1 / x**2, r0)
along, perp = transverse_position(mp.mpc(Omega0), mp.mpf(r0))
assert abs(along - along_num) < 1e-6 and abs(perp - perp_num) < 1e-6
print("Position space at r = %.1f (arbitrary units)" % r0)
print("  Coulomb part: integral %.6f, 1/(4 pi r) %.6f"
      % (static, 1 / (4 * np.pi * r0)))
print("  Omega = 1+0.2i, along r: integral {:.6f}, formula {:.6f}"
      .format(along_num, along))
print("  Omega = 1+0.2i, perp r:  integral {:.6f}, formula {:.6f}"
      .format(perp_num, perp))
small = mp.mpf('0.001')
along_s, perp_s = transverse_position(small, mp.mpf(r0))
scale = 4 * np.pi * r0
assert abs(scale * along_s + 1) < 2 * float(small) * r0
assert abs(scale * perp_s + 0.5) < 2 * float(small) * r0
print("  Omega = 0.001: 4 pi r Re D along = %.6f, perp = %.6f"
      % (scale * along_s.real, scale * perp_s.real))

# --- scattering of two Dirac particles ---
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))


def energy(p, mass):
    return np.sqrt(p @ p + mass**2)


def spinor(p, mass):
    """Positive-energy solution, spin up, with u^dagger u = 1."""
    H = sum(a * c for a, c in zip(alpha, p)) + mass * beta
    E = energy(p, mass)
    u = (H + E * np.eye(4))[:, 0]
    u = u / np.linalg.norm(u)
    assert np.allclose(H @ u, E * u, atol=1e-12)
    return u


def current(p_out, p_in, mass):
    a, b = spinor(p_out, mass), spinor(p_in, mass)
    return np.array([a.conj() @ b] + [a.conj() @ m @ b for m in alpha])


m1, m2 = 1.0, 3.0
p1, p2 = np.array([0.6, 0.0, 0.8]), np.array([0.0, 0.0, -1.5])
direction = np.array([0.6, 0.0, -0.8])


def mismatch(K):
    q = K * direction
    return (energy(p1 + q, m1) + energy(p2 - q, m2)
            - energy(p1, m1) - energy(p2, m2))


def amplitudes(K):
    q = K * direction
    w = energy(p1 + q, m1) - energy(p1, m1)
    k_up = np.r_[w, q]
    J1, J2 = current(p1 + q, p1, m1), current(p2 - q, p2, m2)
    assert abs(k_up @ metric @ J1) < 1e-12
    parts = []
    for D in (feynman(k_up), coulomb(k_up)):
        charge = J1[0] * D[0, 0] * J2[0]
        vector = J1[1:] @ D[1:, 1:] @ J2[1:]
        assert abs(charge.imag) + abs(vector.imag) < 1e-12
        parts.append((charge.real, vector.real))
    return w, k_up, J1, J2, parts


K_shell = brentq(mismatch, 1e-3, 10, xtol=1e-14)
w, k_up, J1, J2, parts = amplitudes(K_shell)
M_F, M_C = sum(parts[0]), sum(parts[1])
assert abs(w) > 0.05                           # retardation is present
assert abs(k_up @ metric @ J2) < 1e-11
assert abs(M_F - M_C) < 1e-11
assert abs(parts[0][0] - parts[1][0]) > 1e-3   # the parts do differ
print("Scattering, masses %.0f and %.0f m" % (m1, m2))
print("  p1 =", p1, "m, p2 =", p2, "m, direction", direction)
print("  K = %.6f m, w = %.6f m, k^2 = %.6f m^2"
      % (K_shell, w, k_up @ metric @ k_up))
print("  J1^0 = %.6f, J2^0 = %.6f (no unit)" % (J1[0].real, J2[0].real))
for name, pair in zip(("Feynman", "Coulomb"), parts):
    print("  %s: charge %.6f, current %.6f, total %.6f 1/m^2"
          % (name, pair[0], pair[1], sum(pair)))

K_off = 1.25 * K_shell
w, k_up, J1, J2, parts = amplitudes(K_off)
delta = mismatch(K_off)
difference = sum(parts[1]) - sum(parts[0])
formula = (w * delta * J1[0] * J2[0]
           / (K_off**2 * (k_up @ metric @ k_up))).real
assert abs(difference - formula) < 1e-11 and abs(difference) > 1e-4
print("Off the energy shell, K = %.6f m" % K_off)
print("  w = %.6f m, energy mismatch = %.6f m" % (w, delta))
print("  totals: Feynman %.6f, Coulomb %.6f 1/m^2"
      % (sum(parts[0]), sum(parts[1])))
print("  Coulomb - Feynman = %.6f, formula %.6f 1/m^2"
      % (difference, formula))
print("done: every assertion held")
```

It prints:

```
Gauge vector at a sample k (arbitrary units)
  k^mu = [ 0.7  0.5 -1.1  0.4]  K^2 = 1.6200  k^2 = -1.1300
  xi_mu solved = [-0.191194 -0.136567  0.300448 -0.109254]
  D_00 Feynman = 0.884956, Coulomb = 0.617284
Smeared Re(D_00 - 1/K^2) at K = 1, Gaussian of unit width
  eps = 1e-02: difference = -7.6236e-03, over eps = -0.76236
  eps = 1e-03: difference = -7.6040e-04, over eps = -0.76040
  eps = 1e-04: difference = -7.6020e-05, over eps = -0.76020
  predicted slope = -0.76017
Position space at r = 1.3 (arbitrary units)
  Coulomb part: integral 0.061213, 1/(4 pi r) 0.061213
  Omega = 1+0.2i, along r: integral -0.032409-0.036903j, formula -0.032409-0.036903j
  Omega = 1+0.2i, perp r:  integral 0.003579-0.027027j, formula 0.003579-0.027027j
  Omega = 0.001: 4 pi r Re D along = -1.000000, perp = -0.499999
Scattering, masses 1 and 3 m
  p1 = [0.6 0.  0.8] m, p2 = [ 0.   0.  -1.5] m, direction [ 0.6  0.  -0.8]
  K = 1.148470 m, w = 0.221586 m, k^2 = -1.269884 m^2
  J1^0 = 0.917673, J2^0 = 0.984445 (no unit)
  Feynman: charge 0.711402, current 0.094681, total 0.806084 1/m^2
  Coulomb: charge 0.684920, current 0.121164, total 0.806084 1/m^2
Off the energy shell, K = 1.435588 m
  w = 0.390498 m, energy mismatch = 0.177336 m
  totals: Feynman 0.506525, Coulomb 0.491306 1/m^2
  Coulomb - Feynman = -0.015220, formula -0.015220 1/m^2
done: every assertion held
```
